**Small-q pair density with a nonlocal pseudopotential**

The program tests the limit \(\langle\psi_{c,\mathbf k+\mathbf q}|e^{i\mathbf q\cdot\mathbf r}|\psi_{v\mathbf k}\rangle\to\mathbf q\cdot\langle c|\hat{\mathbf v}|v\rangle/(E_c-E_v)\), up to a phase, with \(\hat{\mathbf v}=\mathbf p+i[V_{\rm nl},\mathbf r]\). Here \(v\) and \(c\) label a filled and an empty band, \(\mathbf p\) is the momentum, and \(V_{\rm nl}\) is the nonlocal pseudopotential. The system is a model simple-cubic insulator with one Gaussian well and one s projector per cell, treated in plane waves. The program asserts that finite-q overlaps agree with the formula at a general k point and for a degenerate group at Γ, and that the commutator elements agree with real-space quadrature. It also asserts the band velocity and curvature, the scissor-shift rule, the zone-averaged strength sum with its improvement in the larger basis, and the static dielectric constant obtained from overlaps. At Γ, the momentum alone gives 54% too little intensity for the lowest allowed transition. Over the zone, it lowers \(\varepsilon-1\) by 52%, and its error in \(\varepsilon_2\) differs between energy windows.

## Check in Python

```python
"""Small-q pair density of a crystal with a nonlocal pseudopotential.

Result under test (Hartree atomic units):
  <psi_c,k+q| exp(i q.r) |psi_v,k>  ->  q.<c|vel|v> / (E_c - E_v),
  vel = i[H, r] = p + i[V_nl, r],
and the error made when vel is replaced by p.

Model: simple cubic cell (edge A_LAT), local well -V0 exp(-r^2/(2 SIGMA^2)),
nonlocal part D |beta><beta| on every site, beta a normalized s Gaussian of
width S_PROJ. Band 0 is filled with two electrons; all others are empty.
All plane-wave matrices are real because the crystal has inversion symmetry.
The plane-wave set is the same at every k, so H(k) is smooth in k; E(k) is
periodic in k only as far as the set is converged.
"""
from itertools import combinations_with_replacement, permutations
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

HA_EV = physical_constants["Hartree energy in eV"][0]
A_LAT, V0, SIGMA, S_PROJ, D_MAIN = 8.0, 1.0, 1.5, 1.2, -0.3
OMEGA = A_LAT**3
B = 2 * np.pi / A_LAT
AXES = np.eye(3)


def plane_waves(n2max):
    m = int(np.sqrt(n2max)) + 1
    r = np.arange(-m, m + 1)
    n = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    return B * n[(n**2).sum(1) <= n2max]


def local_matrix(G):
    d2 = ((G[:, None, :] - G[None, :, :])**2).sum(-1)
    return -V0 * (2*np.pi*SIGMA**2)**1.5 / OMEGA * np.exp(-SIGMA**2*d2/2)


G_MAIN = plane_waves(20)
VLOC_MAIN = local_matrix(G_MAIN)
G_SMALL = plane_waves(12)
VLOC_SMALL = local_matrix(G_SMALL)


def projector(k, G):
    kap2 = ((k + G)**2).sum(1)
    norm = (np.pi*S_PROJ**2)**-0.75 * (2*np.pi*S_PROJ**2)**1.5
    return norm / np.sqrt(OMEGA) * np.exp(-S_PROJ**2 * kap2 / 2)


def hamiltonian(k, D=D_MAIN, G=G_MAIN, vloc=VLOC_MAIN):
    b = projector(k, G)
    return np.diag(((k + G)**2).sum(1) / 2) + vloc + D * np.outer(b, b)


def bands(k, D=D_MAIN, G=G_MAIN, vloc=VLOC_MAIN):
    return eigh(hamiltonian(k, D, G, vloc))


def elements(k, axis, U, D=D_MAIN, G=G_MAIN):
    """<n|p|v> and <n|i[V_nl,r]|v> along axis, for all bands n."""
    kap = (k + G) @ axis
    b = projector(k, G)
    db = -S_PROJ**2 * kap * b
    v = U[:, 0]
    return U.T @ (kap * v), U.T @ (D * (db * (b @ v) + b * (db @ v)))


def nonlocal_curvature(k, axis, v, D=D_MAIN, G=G_MAIN):
    """<v| second k-derivative of V_nl(k) |v> along axis."""
    kap = (k + G) @ axis
    b = projector(k, G)
    db = -S_PROJ**2 * kap * b
    d2b = (S_PROJ**4 * kap**2 - S_PROJ**2) * b
    return 2 * D * ((d2b @ v) * (b @ v) + (db @ v)**2)


X = np.linspace(-8.0, 8.0, 33)
STEP = X[1] - X[0]
R2 = X[:, None, None]**2 + X[None, :, None]**2 + X[None, None, :]**2
BETA_R = (np.pi*S_PROJ**2)**-0.75 * np.exp(-R2 / (2*S_PROJ**2))


def real_space_projections(k, coef):
    """<beta|psi> and <beta|x|psi> by quadrature over real space."""
    e = [np.exp(1j * np.outer(X, (k + G_MAIN)[:, j])) for j in range(3)]
    ab = (e[0][:, None, :] * e[1][None, :, :] * coef).reshape(-1, len(coef))
    psi = (ab @ e[2].T).reshape(R2.shape) / np.sqrt(OMEGA)
    w = BETA_R * psi * STEP**3
    return w.sum(), (w * X[:, None, None]).sum()


def commutator_quadrature(k, c, v):
    bc, xc = real_space_projections(k, c)
    bv, xv = real_space_projections(k, v)
    return 1j * D_MAIN * (np.conj(bc) * xv - np.conj(xc) * bv), bv, xc


# ---- General k point: finite-q overlaps against the limit ----
k0 = B * np.array([0.30, 0.20, 0.10])
ax = AXES[0]
E, U = bands(k0)
p_el, nl_el = elements(k0, ax, U)
v_el = p_el + nl_el
gap = E[1:] - E[0]
limit_v = (v_el[1:] / gap)**2
limit_p = (p_el[1:] / gap)**2

q = 5e-5
overlap2 = sum((bands(k0 + s*q*ax)[1][:, 1:].T @ U[:, 0])**2
               for s in (1, -1)) / (2 * q**2)
assert np.max(np.abs(overlap2[:3] - limit_v[:3])) < 1e-4 * limit_v[:3].max()
assert abs(limit_p.sum() / overlap2.sum() - 1) > 0.05

print("MODEL (simple cubic, one well and one s projector per cell)")
print(f"cell edge {A_LAT} bohr; well depth {V0} Ha, width {SIGMA} bohr")
print(f"projector strength D {D_MAIN} Ha, width {S_PROJ} bohr")
print(f"plane waves: {len(G_MAIN)}; smaller comparison set: {len(G_SMALL)}")
print("GENERAL k = (0.30,0.20,0.10) 2pi/a, q along x")
for c in range(3):
    print(f"empty band {c+1}: E_c-E_v {gap[c]:.5f} Ha; |M/q|^2 (bohr^2):"
          f" overlap {overlap2[c]:.5f}, v {limit_v[c]:.5f}, p {limit_p[c]:.5f}")
print("sum over all empty bands of |M/q|^2:")
for qq in (0.1, 0.01, 0.001):
    Uq = bands(k0 + qq*ax)[1]
    total_q = ((Uq[:, 1:].T @ U[:, 0])**2).sum() / qq**2
    print(f"  q = {qq} 1/bohr: {total_q:.5f} bohr^2")
assert abs(total_q / limit_v.sum() - 1) < 1e-2
print(f"  limit with v {limit_v.sum():.5f}, with p {limit_p.sum():.5f} bohr^2")

# ---- Commutator from its real-space definition ----
for c in range(1, 4):
    quad, _, _ = commutator_quadrature(k0, U[:, c], U[:, 0])
    assert abs(quad - nl_el[c]) < 1e-7

# ---- Band velocity and curvature by finite differences ----
h = 2e-3
Ep, Em = bands(k0 + h*ax)[0][0], bands(k0 - h*ax)[0][0]
slope, curv = (Ep - Em) / (2*h), (Ep - 2*E[0] + Em) / h**2
curv_nl = nonlocal_curvature(k0, ax, U[:, 0])
curv_v = 1 + curv_nl - 2 * (v_el[1:]**2 / gap).sum()
curv_p = 1 - 2 * (p_el[1:]**2 / gap).sum()
assert abs(slope - v_el[0]) < 1e-5
assert abs(curv - curv_v) < 1e-4
print(f"filled band dE/dk_x: difference {slope:.6f}, <v> {v_el[0]:.6f},"
      f" <p> {p_el[0]:.6f} a.u.")
print(f"filled band d2E/dk_x2: difference {curv:.5f}, v rule {curv_v:.5f},"
      f" p rule {curv_p:.5f} a.u.")

# ---- Scissor shift: new velocity, unchanged pair density ----
SHIFT = 0.1


def shifted_hamiltonian(k):
    u = bands(k)[1][:, 0]
    return hamiltonian(k) + SHIFT * (np.eye(len(u)) - np.outer(u, u))


hs = 1e-3
dH = (shifted_hamiltonian(k0 + hs*ax) - shifted_hamiltonian(k0 - hs*ax))/(2*hs)
v_shift = U[:, 1:4].T @ dH @ U[:, 0]
pair_shift = v_shift / (gap[:3] + SHIFT)
pair_plain = v_el[1:4] / gap[:3]
assert np.max(np.abs(pair_shift - pair_plain)) < 1e-4*np.abs(pair_plain).max()
cs = int(np.argmax(np.abs(pair_plain)))
print(f"SCISSOR shift {SHIFT} Ha, empty band {cs+1}: |M/q| before"
      f" {abs(pair_plain[cs]):.5f}, after {abs(pair_shift[cs]):.5f} bohr")
print(f"  old v over shifted energy: {abs(v_el[cs+1])/(gap[cs]+SHIFT):.5f} bohr")


# ---- Gamma point: lowest allowed, threefold degenerate transition ----
def gamma_transition(D, G=G_MAIN, vloc=VLOC_MAIN):
    k = np.zeros(3)
    e, u = bands(k, D, G, vloc)
    p, nl = elements(k, ax, u, D, G)
    vel = p + nl
    first = 1 + int(np.argmax(vel[1:]**2 > 1e-6 * np.max(vel[1:]**2)))
    group = np.where(np.abs(e - e[first]) < 1e-7)[0]
    assert len(group) == 3
    mix = vel[group] / np.linalg.norm(vel[group])
    return (e[first] - e[0], mix @ vel[group], mix @ p[group],
            mix @ nl[group], u[:, group] @ mix, u[:, 0], group)


dE, vg, pg, nlg, c_vec, v_vec, group = gamma_transition(D_MAIN)
over_g = sum(((bands(s*q*ax)[1][:, group].T @ v_vec)**2).sum()
             for s in (1, -1)) / (2*q**2)
assert abs(over_g / (vg/dE)**2 - 1) < 1e-4
quad, beta_v, xbeta_c = commutator_quadrature(np.zeros(3), c_vec, v_vec)
assert abs(quad - nlg) < 1e-7
assert abs(-1j * D_MAIN * np.conj(xbeta_c) * beta_v - nlg) < 1e-7
print("GAMMA, lowest allowed transition (threefold), x component")
print(f"energy {dE:.5f} Ha = {dE*HA_EV:.3f} eV")
print(f"|<beta|v>| {abs(beta_v):.5f}; |<c|x beta>| {abs(xbeta_c):.5f} bohr")
print(f"p {pg:.5f}, commutator {nlg:.5f}, v {vg:.5f} a.u.")
print(f"|M/q|^2: overlap {over_g:.5f}, v {(vg/dE)**2:.5f},"
      f" p {(pg/dE)**2:.5f} bohr^2")

small = gamma_transition(D_MAIN, G_SMALL, VLOC_SMALL)
ratio, ratio_small = (pg/vg)**2, (small[2]/small[1])**2
assert abs(ratio_small / ratio - 1) < 1e-3
print(f"p/v intensity ratio {ratio:.5f}; with {len(G_SMALL)} plane waves"
      f" {ratio_small:.5f}")
print("projector strength scan at Gamma:")
for D in (-0.3, -0.15, 0.0, 0.1):
    en, vv, pp, nn = gamma_transition(D)[:4]
    err = (pp/vv)**2 - 1
    if D == 0:
        assert abs(err) < 1e-12
    else:
        assert err * D > 0
    print(f"  D {D:5.2f} Ha: energy {en:.5f} Ha, p {pp:.5f}, v {vv:.5f} a.u.,"
          f" intensity error {100*err:.2f} %")

# ---- Zone averages: strength sum, spectrum windows, static constant ----
# Cubic symmetry: sorted positive k points, averaged over the three axes.
MESH = [(B * np.array(t) / 12, len(set(permutations(t))) / 27 / 3)
        for t in combinations_with_replacement((1, 3, 5), 3)]
edges = np.array([0.0, 0.75, 1.25, np.inf])
win_v, win_p = np.zeros(3), np.zeros(3)
f_v = f_p = f_rule = pol_v = pol_p = pol_q = 0.0
top, bottom = -np.inf, np.inf
qe = 1e-3
for k, weight in MESH:
    e, u = bands(k)
    top, bottom = max(top, e[0]), min(bottom, e[1])
    w = e[1:] - e[0]
    for axis in AXES:
        p, nl = elements(k, axis, u)
        p2, v2 = p[1:]**2, (p + nl)[1:]**2
        f_v += weight * 2 * (v2 / w).sum()
        f_p += weight * 2 * (p2 / w).sum()
        f_rule += weight * (1 + nonlocal_curvature(k, axis, u[:, 0]))
        pol_v += weight * (v2 / w**3).sum()
        pol_p += weight * (p2 / w**3).sum()
        for j in range(3):
            inside = (w >= edges[j]) & (w < edges[j+1])
            win_v[j] += weight * (v2 / w**2)[inside].sum()
            win_p[j] += weight * (p2 / w**2)[inside].sum()
        for s in (1, -1):
            eq, uq = bands(k + s*qe*axis)
            m2 = (uq[:, 1:].T @ u[:, 0])**2
            pol_q += weight * (m2 / (eq[1:] - e[0])).sum() / (2*qe**2)

# The zone-averaged rule needs a periodic E(k). Symmetry then makes the slope
# normal to a zone face vanish; a truncated plane-wave set violates both.
residual_small = 0.0
for k, weight in MESH:
    e, u = bands(k, D_MAIN, G_SMALL, VLOC_SMALL)
    for axis in AXES:
        p, nl = elements(k, axis, u, D_MAIN, G_SMALL)
        strength = 2 * ((p + nl)[1:]**2 / (e[1:] - e[0])).sum()
        rule = 1 + nonlocal_curvature(k, axis, u[:, 0], D_MAIN, G_SMALL)
        residual_small += weight * (strength - rule)
residual = f_v - f_rule
k_face = B * np.array([0.5, 0.2, 0.1])
face = []
for G, vloc in ((G_SMALL, VLOC_SMALL), (G_MAIN, VLOC_MAIN)):
    e_plus = bands(k_face + h*ax, D_MAIN, G, vloc)[0][0]
    e_minus = bands(k_face - h*ax, D_MAIN, G, vloc)[0][0]
    face.append((e_plus - e_minus) / (2*h))

eps_v, eps_p, eps_q = (1 + 16*np.pi/OMEGA*x for x in (pol_v, pol_p, pol_q))
print("ZONE AVERAGES (6x6x6 shifted mesh)")
print(f"band gap on mesh {bottom-top:.5f} Ha = {(bottom-top)*HA_EV:.3f} eV")
print(f"strength sum per electron: v {f_v:.5f}, rule {f_rule:.5f}, p {f_p:.5f}")
print(f"sum minus rule: {len(G_SMALL)} waves {residual_small:.2e},"
      f" {len(G_MAIN)} waves {residual:.2e}")
print(f"slope on zone face: {len(G_SMALL)} waves {face[0]:.2e},"
      f" {len(G_MAIN)} waves {face[1]:.2e} a.u.")
assert bottom > top
assert abs(residual) < 2e-3
assert abs(residual) < abs(residual_small) / 3
assert abs(face[1]) < abs(face[0]) / 3
assert abs(pol_q / pol_v - 1) < 1e-4
print("integral of eps2 over energy windows:")
for j, name in enumerate(("below 0.75", "0.75 to 1.25", "above 1.25")):
    iv, ip = 8*np.pi**2/OMEGA*win_v[j], 8*np.pi**2/OMEGA*win_p[j]
    change = f"{100*(ip/iv-1):.2f} %" if iv > 0 else "no transitions"
    print(f"  {name} Ha: v {iv:.5f}, p {ip:.5f} Ha, error {change}")
print(f"static eps: overlap {eps_q:.5f}, v {eps_v:.5f}, p {eps_p:.5f}")
print(f"error of p alone in eps-1: {100*(pol_p/pol_v-1):.2f} %")
print("PASS")
```

It prints:

```
MODEL (simple cubic, one well and one s projector per cell)
cell edge 8.0 bohr; well depth 1.0 Ha, width 1.5 bohr
projector strength D -0.3 Ha, width 1.2 bohr
plane waves: 389; smaller comparison set: 179
GENERAL k = (0.30,0.20,0.10) 2pi/a, q along x
empty band 1: E_c-E_v 0.52288 Ha; |M/q|^2 (bohr^2): overlap 0.62439, v 0.62439, p 0.32532
empty band 2: E_c-E_v 0.58369 Ha; |M/q|^2 (bohr^2): overlap 0.23528, v 0.23528, p 0.11539
empty band 3: E_c-E_v 0.63762 Ha; |M/q|^2 (bohr^2): overlap 0.01800, v 0.01800, p 0.00840
sum over all empty bands of |M/q|^2:
  q = 0.1 1/bohr: 1.27015 bohr^2
  q = 0.01 1/bohr: 1.21324 bohr^2
  q = 0.001 1/bohr: 1.20603 bohr^2
  limit with v 1.20522, with p 0.57940 bohr^2
filled band dE/dk_x: difference 0.017923, <v> 0.017924, <p> 0.014011 a.u.
filled band d2E/dk_x2: difference -0.04313, v rule -0.04313, p rule 0.29288 a.u.
SCISSOR shift 0.1 Ha, empty band 1: |M/q| before 0.79018, after 0.79018 bohr
  old v over shifted energy: 0.66332 bohr
GAMMA, lowest allowed transition (threefold), x component
energy 0.65374 Ha = 17.789 eV
|<beta|v>| 0.95731; |<c|x beta>| 0.66222 bohr
p 0.40623, commutator 0.19018, v 0.59641 a.u.
|M/q|^2: overlap 0.83231, v 0.83231, p 0.38613 bohr^2
p/v intensity ratio 0.46393; with 179 plane waves 0.46398
projector strength scan at Gamma:
  D -0.30 Ha: energy 0.65374 Ha, p 0.40623, v 0.59641 a.u., intensity error -53.61 %
  D -0.15 Ha: energy 0.51944 Ha, p 0.38181, v 0.47442 a.u., intensity error -35.23 %
  D  0.00 Ha: energy 0.39540 Ha, p 0.33529, v 0.33529 a.u., intensity error 0.00 %
  D  0.10 Ha: energy 0.32341 Ha, p 0.28174, v 0.22800 a.u., intensity error 52.69 %
ZONE AVERAGES (6x6x6 shifted mesh)
band gap on mesh 0.49649 Ha = 13.510 eV
strength sum per electron: v 1.47999, rule 1.48004, p 0.67881
sum minus rule: 179 waves -3.30e-03, 389 waves -5.34e-05
slope on zone face: 179 waves 1.06e-03, 389 waves 1.64e-05 a.u.
integral of eps2 over energy windows:
  below 0.75 Ha: v 0.14788, p 0.07232 Ha, error -51.10 %
  0.75 to 1.25 Ha: v 0.02477, p 0.00955 Ha, error -61.46 %
  above 1.25 Ha: v 0.00266, p 0.00077 Ha, error -71.10 %
static eps: overlap 1.17929, v 1.17930, p 1.08613
error of p alone in eps-1: -51.96 %
PASS
```
